\section*{Exchange and correlation energies of neutral atoms at large Z}

\section*{Question}

Take a neutral atom with a point nucleus of charge $Z$, treated without relativity and without spin polarization, and let $Z$ grow. How large are the exchange energy $E_x$ and the correlation energy $E_c$, and how do they scale with $Z$? Does the local density approximation (LDA) become exact for either of them, and how close to the limit is an atom as heavy as barium?

\section*{Answer}

Hartree atomic units are used. $E_x$ is the Fock exchange energy of the Kohn-Sham determinant, and $E_c$ is the rest of the exchange-correlation energy. The argument is a semiclassical separation of scales: it fixes the leading terms but is not a proof with error bounds. The tests mentioned are those of the numerical check.

\subsection*{The density and its scales}

Where the local wavelength $1/k_F$ is short compared with the distance over which the potential changes, each cell $(2\pi)^3$ of phase space below the Fermi level holds two electrons, so $n=k_F^3/3\pi^2$. In a neutral atom the potential vanishes far out, where $k_F$ also vanishes, so the chemical potential is zero and $k_F^2/2=\phi\equiv Z/r-v_H$. Poisson's equation for $r>0$ is $\nabla^2\phi=4\pi n$. Put $\phi=Z\chi/r$ and $r=bx$, and use $\nabla^2(\chi/r)=r^{-1}d^2\chi/dr^2$:
\begin{equation}
\frac{Z\chi''}{b^3x}=\frac{4}{3\pi}\Big(\frac{2Z\chi}{bx}\Big)^{3/2}
\quad\Rightarrow\quad
\chi''=\frac{4\cdot2^{3/2}}{3\pi}Z^{1/2}b^{3/2}\,\frac{\chi^{3/2}}{x^{1/2}} .
\end{equation}
The prefactor is 1 for $b=aZ^{-1/3}$, $a=\tfrac12(3\pi/4)^{2/3}=0.885341$. This gives the Thomas-Fermi (TF) equation, and $n=\nabla^2\phi/4\pi$ gives the density:
\begin{equation}
\chi''=\frac{\chi^{3/2}}{x^{1/2}},\qquad \chi(0)=1,\quad\chi(\infty)=0,\qquad
n=\frac{Z^2}{4\pi a^3}\Big(\frac{\chi}{x}\Big)^{3/2}.
\label{tf}
\end{equation}
Substitution shows that $144/x^3$ solves the equation, and $\chi$ approaches it at large $x$. Since $4\pi r^2n\,dr=Zx^{1/2}\chi^{3/2}dx$, the electron number is $Z\int x\chi''dx=Z[x\chi'-\chi]_0^\infty=Z$. A second identity tests the numerical $\chi$. Let $B=-\chi'(0)$ and $I=\int\chi^{5/2}x^{-1/2}dx$. Multiplying \eqref{tf} by $\chi$ and integrating by parts gives $I=B-\int\chi'^2dx$; multiplying it by $x\chi'$ gives $-\tfrac12\int\chi'^2dx=-\tfrac15I$. Hence $I=5B/7$, and with $B=1.5880710$ both sides are $1.1343364$.

At $x\sim1$, where most electrons sit (about nine tenths lie between $x=0.1$ and $10$), the size is $\ell\sim Z^{-1/3}$, the Fermi wave number is $k_F=Z^{2/3}(2\chi/ax)^{1/2}$, and the screening wave number $k_s=(4k_F/\pi)^{1/2}$ is of order $Z^{1/3}$. From \eqref{tf}, $|\nabla n|/n=\tfrac32|\chi'/\chi-1/x|Z^{1/3}/a$, so
\begin{equation}
s=\frac{|\nabla n|}{2k_Fn}\propto Z^{-1/3},\qquad
t=\frac{|\nabla n|}{2k_sn}\propto Z^{0},\qquad
r_s=\Big(\frac{3}{4\pi n}\Big)^{1/3}=Z^{-2/3}\,3^{1/3}a\Big(\frac{x}{\chi}\Big)^{1/2}.
\label{scales}
\end{equation}
The atom becomes uniform on the scale $1/k_F$ and never on the scale $1/k_s$. Exchange and correlation differ because they probe these two different lengths. The exchange potential, of order $k_F\sim Z^{2/3}$, is small against $\phi\sim Z^{4/3}$ and leaves \eqref{tf} unchanged at leading order.

\subsection*{Exchange}

With $\gamma_\sigma=\gamma/2$ for each spin,
\begin{equation}
E_x=-\frac12\sum_\sigma\iint\frac{|\gamma_\sigma|^2}{|\mathbf r-\mathbf r'|}
=-\frac14\iint\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\end{equation}
For separations $\varrho=|\mathbf r-\mathbf r'|\ll\ell$ the occupied states at the midpoint form a Fermi sphere. The angular average of a plane wave is $\sin k\varrho/k\varrho$, so with $y=k_F\varrho$
\begin{equation}
\gamma=\frac{1}{\pi^2\varrho}\int_0^{k_F}k\sin k\varrho\,dk=\frac{\sin y-y\cos y}{\pi^2\varrho^3}=3n\,\frac{j_1(y)}{y},
\end{equation}
and the exchange energy per volume is
\begin{equation}
e_x=-\frac14\int_0^\infty4\pi\varrho\,\frac{9n^2j_1^2}{k_F^2\varrho^2}\,d\varrho=-\frac{9\pi n^2}{k_F^2}\int_0^\infty\frac{j_1^2}{y}\,dy .
\end{equation}
The function $j_0=\sin y/y$ obeys $j_0''+2j_0'/y+j_0=0$, and $j_1=-j_0'$. Multiplying by $j_0'$ and integrating gives $2\int j_1^2/y\,dy=-\tfrac12[j_0'^2+j_0^2]_0^\infty=\tfrac12$, so the integral is $\tfrac14$. One factor $n=k_F^3/3\pi^2$ then yields the Dirac form
\begin{equation}
e_x=-\frac{3}{4\pi}k_Fn=-c_xn^{4/3},\qquad c_x=\frac34\Big(\frac3\pi\Big)^{1/3}=0.738559 .
\end{equation}
The integrand falls as $\cos^2y/y^3$, so for large $Y$ the part beyond $y=Y$ is close to $1/4Y^2$, a fraction $Y^{-2}$ of the whole. The local picture fails at $Y\sim k_F\ell\sim Z^{1/3}$, and the fraction at risk is of order $Z^{-2/3}$. The exchange hole shrinks faster than the atom, and LDA exchange becomes relatively exact at leading semiclassical order.

Insert \eqref{tf}, with $4\pi r^2dr=4\pi a^3Z^{-1}x^2dx$ and $n^{4/3}\propto Z^{8/3}\chi^2/x^2$:
\begin{equation}
E_x\simeq-A_xZ^{5/3},\qquad A_x=\frac{c_x\int_0^\infty\chi^2dx}{(4\pi a^3)^{1/3}}=\frac{0.738559\times0.6154347}{8.72052^{1/3}}=0.220827 .
\end{equation}

The condition $s\ll1$ fails in two places. Near the nucleus $k_F^2=2Z/r$ and $n\propto r^{-3/2}$, so $s=3/(4rk_F)$ reaches 1 at $r\sim1/Z$. There the true density is of order $Z^3$ in a volume $Z^{-3}$, so $\int n^{4/3}\sim Z$, and the TF integral over $x<Z^{-2/3}$ is likewise $Z^{5/3}Z^{-2/3}=Z$. Far out $\chi\propto x^{-3}$ gives $s\propto xZ^{-1/3}$, which reaches 1 at $r\sim1$, and $Z^{5/3}\int\chi^2dx$ over $x>Z^{1/3}$ is of order 1. In between, a smooth correction has no scalar of first order in $\nabla$; at second order a $\nabla^2n$ term integrates by parts into $|\nabla n|^2$, and dimensions force the form $-\mu c_xn^{4/3}s^2$. For $1/Z\ll r\ll Z^{-1/3}$,
\begin{equation}
dE=-\mu\,4\pi r^2\,\frac{3k_F}{4\pi}\,\frac{k_F^3}{3\pi^2}\,\frac{9}{16r^2k_F^2}\,dr=-\frac{9\mu Z}{8\pi^2}\frac{dr}{r} .
\end{equation}
The range of $\ln r$ is $\tfrac23\ln Z$, and at large $x$ the integrand falls as $x^{-4}$, so the term is $-(3\mu/4\pi^2)Z\ln Z+O(Z)$. The value $\mu=10/81$ of the gradient expansion, taken here as an input, gives $-0.009382\,Z\ln Z$, which the program confirms on the TF density cut at $r=1/Z$. The estimated relative error of LDA exchange is therefore of order $Z^{-2/3}\ln Z$. This counting omits shell oscillations.

The check uses closed-subshell atoms in self-consistent exchange-only LDA, with Fock exchange evaluated on those orbitals, which stand in for the exact Kohn-Sham ones. With radial functions $u_a$, the addition theorem gives $\gamma_\sigma=\sum_a(2l_a+1)u_a(r)u_a(r')P_{l_a}(\cos\theta)/4\pi rr'$. With $1/|\mathbf r-\mathbf r'|=\sum_kP_k\,r_<^k/r_>^{k+1}$ and the angular measure $8\pi^2d\cos\theta$, the factor $8\pi^2/(4\pi)^2=\tfrac12$ appears:
\begin{equation}
E_x=-\sum_{ab}(2l_a+1)(2l_b+1)\sum_k\Big[\tfrac12\int_{-1}^1P_{l_a}P_kP_{l_b}\Big]\iint u_au_b(r)\frac{r_<^k}{r_>^{k+1}}u_au_b(r')\,dr\,dr' .
\end{equation}
The solver is tested on hydrogenic values, on the virial theorem and, at $Z=12$, against a Gaussian basis ($-15.8836$ and $-15.8835$). Shells are filled in Madelung order. For $Z=120$, $170$ and $220$ this leaves empty levels below the highest filled one, so these three are excited closed-subshell configurations of the model atom; the fits below include them and show a trend, not precise ground-state coefficients. Energies are in hartree, and the gap is Fock minus LDA.
\begin{center}
\begin{tabular}{rcccc}
$Z$ & LDA/Fock & $-$LDA$/Z^{5/3}$ & $-$Fock$/Z^{5/3}$ & gap$/Z$\\
12 & 0.9151 & 0.2311 & 0.2525 & $-0.1124$\\
38 & 0.9459 & 0.2241 & 0.2369 & $-0.1449$\\
56 & 0.9536 & 0.2198 & 0.2305 & $-0.1564$\\
120 & 0.9681 & 0.2196 & 0.2268 & $-0.1759$\\
220 & 0.9767 & 0.2196 & 0.2248 & $-0.1906$
\end{tabular}
\end{center}
Over the nine atoms from $Z=4$ to $220$ the ratio rises monotonically, and from $Z=12$ on the gap divided by $Z^{4/3}$ falls in size. A straight-line fit for $Z\ge12$ gives $-E_x/Z^{5/3}=0.2211+0.154\,Z^{-2/3}$. The test asks only for 2\% agreement of the intercept with $A_x$, since the fit ignores the logarithm and the LDA column scatters between 0.2196 and 0.2219 for $Z\ge56$. The gap fits $-(0.0267\ln Z+0.0477)Z$. The slope drifts down with the range (the same energies give $0.028$ for the ground configurations $12\le Z\le88$, $0.025$ for $Z\ge56$ and $0.024$ for $Z\ge120$) and is 2.6 to 2.9 times the gradient value $0.0094$: the $Z\ln Z$ form describes the data, but the gradient expansion on the TF density does not give the slope seen in this range. The excess is not derived here.

\subsection*{Correlation in the dense uniform gas}

Since $r_s\to0$, the dense gas is needed. Scale the interaction $W=(2V)^{-1}\sum_{\mathbf q}v(\rho_{\mathbf q}\rho_{-\mathbf q}-N)$, $v=4\pi/q^2$, by $\lambda$. The Hellmann-Feynman theorem gives $E_c=\int_0^1(\langle W\rangle_\lambda-\langle W\rangle_0)d\lambda$. The density response at imaginary frequency is $\Pi_\lambda=-V^{-1}\sum_m|\langle m|\rho_{\mathbf q}|0\rangle|^2\,2\omega_m/(\omega_m^2+\omega^2)$, and $\int_0^\infty2\omega_m\,d\omega/(\omega_m^2+\omega^2)=\pi$, so $\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle=-(V/\pi)\int_0^\infty\Pi_\lambda d\omega$. In the ring (random-phase, RPA) approximation the electrons respond freely to the external plus the induced Coulomb potential, $\Pi_\lambda=\Pi_0/(1-\lambda v\Pi_0)$. With $w=-v\Pi_0>0$, $-v\Pi_\lambda=w/(1+\lambda w)$ integrates over $\lambda$ to $\ln(1+w)$, and per electron
\begin{equation}
\varepsilon_c=\frac1n\int\frac{d^3q}{(2\pi)^3}\int_0^\infty\frac{d\omega}{2\pi}\,[\ln(1+w)-w].
\end{equation}
For free electrons the excitations are $\mathbf k\to\mathbf k+\mathbf q$ with energy $\Delta=\mathbf k\cdot\mathbf q+q^2/2$. The condition that $\mathbf k+\mathbf q$ be empty can be dropped, because terms with both states occupied cancel under $\mathbf k\to-\mathbf k-\mathbf q$, which flips the sign of $\Delta$. Set $z=q/2k_F$, $u=\omega/qk_F$, $\Delta=qk_F(y+z)$, and slice the sphere into discs, $d^3k=\pi k_F^3(1-y^2)dy$:
\begin{equation}
-\Pi_0=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{2\Delta}{\Delta^2+\omega^2}=\frac{k_F}{\pi^2}g,\qquad
g=\frac1{4z}\int_{-1}^1\frac{(1-y^2)(y+z)}{u^2+(y+z)^2}\,dy .
\end{equation}
Then $w=k_s^2g/q^2=\kappa^2g/z^2$ with $\kappa=k_s/2k_F$, $\kappa^2=1/\pi k_F$. The prefactor is $(3\pi^2/k_F^3)(4\pi/8\pi^3)(1/2\pi)=3/4\pi k_F^3$, and $q^2dq\,d\omega=k_Fq^3dq\,du=16k_F^5z^4\,d\ln z\,du$, so
\begin{equation}
\varepsilon_c=\frac{12k_F^2}{\pi}\int z^4\,d\ln z\int_0^\infty du\,[\ln(1+w)-w].
\label{ring}
\end{equation}
For small $z$ expand $h(y+z)$, with $h(y)=y/(u^2+y^2)$ odd. The zeroth term vanishes, and integration by parts gives $g\to\tfrac14\int(1-y^2)h'dy=\tfrac12\int_{-1}^1yh\,dy=R(u)\equiv\int_0^1y^2dy/(y^2+u^2)$. In the window $\kappa\ll z\ll1$, $w$ is small, the bracket is $-w^2/2$, and the powers of $z$ and $k_F$ cancel:
\begin{equation}
\frac{d\varepsilon_c}{d\ln q}=-\frac{12k_F^2}{\pi}\frac{\kappa^4}{2}\int_0^\infty R^2du=-\frac6{\pi^3}\int_0^\infty R^2du .
\end{equation}
Partial fractions give $\int_0^\infty du/[(u^2+y^2)(u^2+y'^2)]=\pi/[2yy'(y+y')]$. By symmetry the square is twice the triangle $y'=\tau y<y$:
\begin{equation}
\int_0^\infty R^2du=\frac\pi2\int_0^1\!\!\int_0^1\frac{yy'\,dy\,dy'}{y+y'}=\pi\int_0^1y^2dy\int_0^1\frac{\tau\,d\tau}{1+\tau}=\frac{\pi(1-\ln2)}{3}=0.321336 .
\end{equation}
Each unit of $\ln q$ thus contributes $-2c_0$, with $c_0=(1-\ln2)/\pi^2=0.031091$; the computed plateau is $-0.06218$. Above the window $g\approx1/3(z^2+u^2)$ makes the contribution fall as $z^{-3}$. Below it the bracket is bounded by $w$, and the contribution falls at least as $(z/\kappa)^2$. Since $k_F=(9\pi/4)^{1/3}/r_s$ makes $\kappa^2\propto r_s$,
\begin{equation}
\varepsilon_c=-2c_0\ln(1/\kappa)+\text{const}=c_0\ln r_s-c_1 .
\label{gb}
\end{equation}
The numerical slope of \eqref{ring} is $0.031089$. Terms outside the rings are excluded from the logarithm by power counting. In second order both electrons must lie in a shell of thickness $q$ at the Fermi surface and the denominator is of order $qk_F$, so the direct term goes as $q^2dq\,q^{-4}q^2/q=dq/q$. The exchange term has one factor $q^{-2}$ replaced by $|\mathbf k+\mathbf k'+\mathbf q|^{-2}$, whose surface integral is at worst $\ln q$, leaving the convergent $q\ln q\,dq$. Its scale is $k_F^9k_F^{-4}k_F^{-2}/k_F^3=1$, so it only changes $c_1$. Higher non-ring terms carry further powers of $1/k_F$ with fewer equal-$q$ lines and vanish as $r_s\to0$ by the same counting.

\subsection*{Correlation in the atom}

A pair with momentum transfer $q$ lives for a time $1/qk_F$ and travels a distance $1/q$, over which $k_F$ changes by the fraction $1/q\ell$. For $q\gg1/\ell$ the plateau is therefore that of the local gas. The window closes below at the larger of $k_s$ and $1/\ell$, and both are of order $Z^{1/3}$, while it closes above at $k_F\sim Z^{2/3}$. Its length is $\tfrac13\ln Z+O(1)$, so
\begin{equation}
E_c=-A_cZ\ln Z+O(Z),\qquad A_c=\frac{2c_0}{3}=\frac{2(1-\ln2)}{3\pi^2}=0.020727 .
\end{equation}
The program tests this sensitivity by deleting small $q$ from \eqref{ring}. A cut at $k_s$ or $3k_s$ keeps the slope at $0.031090$ and shifts $\varepsilon_c$ by $+0.042$ or $+0.100$ hartree. A cut at $(2k_Fk_s)^{1/2}$, which removes half the window, gives $0.015544$ against $c_0/2=0.015545$. The coefficient thus rests on $t$ not growing as a power of $Z$. One term has no counterpart in the gas: single excitations driven by the difference between the Fock and the local exchange operator. That difference is at most of order $k_F$ and couples levels of one $l$ spaced by $k_F/\ell\sim Z$; a fraction $Z/Z^{4/3}$ of the electrons lies that close to the Fermi level. The count $Z^{2/3}Z^{4/3}/Z$ bounds the term by order $Z$, as an estimate.

Putting \eqref{scales} into \eqref{gb} and averaging with the weight $x^{1/2}\chi^{3/2}dx$ gives the local result $-A_cZ\ln Z+B_cZ$, with $B_c=c_0\langle\ln(Z^{2/3}r_s)\rangle-c_1$ and $\langle\ln(Z^{2/3}r_s)\rangle=1.35599$. For RPA, $c_1=0.0711$ and $B_c=-0.0289$; for the PW92 parametrization, $0.031091\times1.35599-0.04664=-0.00448$. Direct integration over the TF density between $Z=10^6$ and $10^8$ gives slopes $0.020722$ (RPA) and $0.020717$ (PW92 and PBE), equal to $A_c$ within the tested $10^{-4}$.

The local $B_c$ is not the atomic one, because the shifts found above are of order $Z^0$ per electron. PBE models this. Its gradient term is $c_0\ln[1+(\beta/c_0)t^2(1+At^2)/(1+At^2+A^2t^4)]$ with a fixed parameter $\beta$ and $A=(\beta/c_0)/(e^{-\varepsilon_c/c_0}-1)$, which by \eqref{gb} vanishes like $r_s$. What remains is $c_0\ln(1+\beta t^2/c_0)$, independent of $Z$; at large $t$ it grows as $2c_0\ln t$, as does the loss expected when the lower edge moves from $k_s$ up to $tk_s$. Its TF average is $0.04388$, so $B_c=0.03939$ in PBE. This is a model value, since exact atomic correlation was not computed. If it has the right size, LDA correlation has the relative error $0.044/(0.0207\ln Z)$ at large $Z$, which vanishes only as $1/\ln Z$.

\subsection*{Barium}

For $Z=56$, nonrelativistic, at the level described above, $Z^{1/3}=3.8259$, $Z^{5/3}=819.68$ and $\ln Z=4.0254$. At $x=1$, $r=0.2314$ bohr, $\chi=0.42401$, $\chi'=-0.27399$, $k_F=14.325$ and $k_s=4.271$ bohr$^{-1}$. Then $|\nabla n|/n=1.5\,(1+0.27399/0.42401)\times3.8259/0.885341=10.67$ bohr$^{-1}$, so $s=10.67/(2\times14.325)=0.372$ and $t=10.67/(2\times4.271)=1.25$, with $r_s=0.134$ bohr.

The exchange asymptote is $-0.220827\times819.68=-181.01$ hartree ($-4926$ eV). LDA on the self-consistent density gives $-180.15$ and Fock exchange $-188.91$ hartree ($-5140$ eV). Relative to the Fock value the asymptote is 4.2\% and LDA 4.6\% too small in magnitude, a gap of $-0.1564\times56=-8.76$ hartree for LDA. These digits depend on the orbitals that stand in for the exact Kohn-Sham ones: on Hartree-Fock orbitals Fock exchange is $-189.10$ and LDA exchange $-180.24$ hartree, so the gap becomes $-8.86$ hartree and the two shortfalls 4.3\% and 4.7\%.

The correlation asymptote is $-0.020727\times56\times4.0254=-4.672$ hartree ($-127.1$ eV). The order-$Z$ terms are $-0.00448\times56=-0.251$ and $+0.03939\times56=+2.206$, giving $-4.923$ (PW92) and $-2.466$ (PBE). On the self-consistent density the functionals give $-5.354$ and $-3.005$, so even the two-term forms fall short in magnitude by 8\% and 18\% of these values; the terms responsible were not separated. The asymptote alone is 0.873 of PW92 and 1.555 of PBE, and in PBE the order-$Z$ term is nearly half of it. At $Z=56$ the $Z\ln Z$ term gives the size of $E_c$, a few hartree, and no more. The error of LDA exchange, though small in relative terms, is larger than either computed correlation energy.

These limits belong to the nonrelativistic neutral atom. The core electrons have momenta of order $Z$, so relativity enters real heavy atoms from the inside, with relative corrections of order $(Z/c)^2$ there, where $c\approx137$ is the speed of light in atomic units. The limit $Z\to\infty$ is therefore a property of the nonrelativistic model, not of real atoms. For an ion with fixed $N/Z$ the scales \eqref{scales} keep their powers, but $\chi$ and hence $A_x$ change. For fixed $N$ and growing $Z$ the density only contracts, $s$ is unchanged by that scaling, and LDA exchange keeps a finite relative error.

\section*{Table of computed values}
\begin{verbatim}
a = 0.885341, 4 pi a^3 = 8.72052, c_x = 0.738559 (dimensionless)
B = 1.5880710, 5B/7 = 1.1343364, int chi^2.5 x^-0.5 = 1.1343364
int j1^2/y dy = 0.2500000; int chi^2 dx = 0.6154347; A_x = 0.220827 hartree
gradient term: d(E/Z)/dlnZ = -0.009382, -3mu/(4pi^2) = -0.009382 hartree
int R^2 du = 0.321336; c0 = 0.031091, ring-sum slope = 0.031089 hartree
shell plateau at rs=1e-8: -0.06218, -2c0 = -0.06218 hartree per ln q
cut q<1 ks: slope 0.031090, shift +0.04162 hartree
cut q<3 ks: slope 0.031090, shift +0.10006 hartree
cut q<sqrt(2 kF ks): slope 0.015544, c0/2 = 0.015545 hartree
A_c = 0.020727; TF slopes -d(Ec/Z)/dlnZ (Z=1e6..1e8): RPA 0.020722,
   PW92 0.020717, PBE 0.020717 hartree
<ln(Z^(2/3) rs)> = 1.35599; c1: RPA 0.07109, PW92 0.04664 hartree
order-Z term: RPA -0.02893, PW92 -0.00448, PBE-PW92 0.04388, PBE 0.03939 hartree
Z=12 grid/Gaussian: E -198.2483/-198.2481, Fock Ex -15.8836/-15.8835 hartree
Z, Ex LDA, Ex Fock (hartree), ratio, -LDA/Z^(5/3), -Fock/Z^(5/3), gap/Z
   4     -2.278     -2.623 0.8685 0.2260 0.2602 -0.0862
  12    -14.535    -15.884 0.9151 0.2311 0.2525 -0.1124
  20    -32.523    -35.099 0.9266 0.2207 0.2382 -0.1288
  38    -96.246   -101.752 0.9459 0.2241 0.2369 -0.1449
  56   -180.149   -188.909 0.9536 0.2198 0.2305 -0.1564
  88   -386.365   -401.127 0.9632 0.2219 0.2304 -0.1677
 120   -641.100   -662.208 0.9681 0.2196 0.2268 -0.1759
 170  -1153.127  -1184.516 0.9735 0.2210 0.2271 -0.1846
 220  -1760.510  -1802.436 0.9767 0.2196 0.2248 -0.1906
fit Z>=12: -Fock/Z^(5/3) = 0.2211 + 0.154 Z^(-2/3) hartree
fit Z>=12: -gap/Z = 0.0267 ln Z + 0.0477 hartree
Ba: Z = 56, Z^(1/3) = 3.8259, Z^(5/3) = 819.68, ln Z = 4.0254
Ba x=1: chi = 0.42401, chi' = -0.27399, r = 0.2314 bohr, n = 99.288 bohr^-3
Ba x=1: kF = 14.325, ks = 4.271 bohr^-1, rs = 0.1340 bohr
Ba x=1: s = 0.3724, t = 1.2493
Ba total energy, exchange-only LDA = -7874.721 hartree
Ba -A_x Z^(5/3) = -181.01 hartree = -4926 eV
Ba Ex LDA = -180.15 hartree; Ex Fock = -188.91 hartree = -5140 eV
Ba errors vs Fock: asymptote -4.2 %, LDA -4.6 %
Ba -A_c Z ln Z = -4.672 hartree = -127.1 eV
Ba two-term forms: PW92 -4.923, PBE -2.466 hartree
Ba on SCF density: Ec PW92 = -5.354, Ec PBE = -3.005 hartree
Ba ratio of -A_c Z ln Z to PW92 0.873, to PBE 1.555
\end{verbatim}
